Single-Pulse Speckle Contrast of a Polarized 193 nm Laser

**Question.** A polarized 193 nm laser with a bandwidth below one picometre exposes resist in short pulses. Even under nominally uniform illumination, the energy density delivered by one pulse varies from point to point, because the light is narrow-band and interferes with itself. How large is this variation relative to the mean, and how does it scale with bandwidth, pulse length, polarization and number of pulses?

**Answer.** The size follows from counting how many independent intensity patterns fit into one pulse. At any instant the interference pattern has full contrast. It is replaced by a new one after about a coherence time τ_c, so a pulse of length T adds up roughly M = T/τ_c patterns. Averaging M independent patterns reduces the relative fluctuation by √M, which suggests

C ≈ √(τ_c/T).

The contrast is thus the square root of the time ratio. To turn this count into a number, both times need definitions that make the factor in front equal to one, and the assumption of independent patterns needs examination.

**The field at one point**

Let the illumination consist of many source modes, mutually incoherent and each fluctuating as chaotic light with the same spectrum. At a wafer point x the scalar field is

E(x,t) = √p(t) Σ_s a_s(x) u_s(t).

Here p(t) is the mean pulse shape, with ∫p dt = 1, and u_s is a circular complex Gaussian process of unit mean intensity. The coefficient a_s(x) contains the illuminator, the mask and the lens. Differences in travel time within one mode are taken to be short compared with τ_c, and all travel-time differences are taken to be short compared with the pulse length, so that one envelope p(t) serves for every mode.

A sum of independent Gaussian processes is Gaussian. Dividing by its root-mean-square size gives a process g(t) with ⟨|g|²⟩ = 1 and

⟨g(t) g*(t′)⟩ = γ(t−t′), γ(0) = 1.

This γ is the correlation of each u_s, because the weights |a_s|² cancel in the normalization. The relative fluctuation at a point therefore does not depend on the mask in this scalar model, provided the mean dose there is not zero. In units of its mean, the pulse energy density is

W = ∫ p(t) |g(t)|² dt, ⟨W⟩ = 1.

The contrast C is the standard deviation of W divided by its mean.

**From field correlation to contrast**

The variance of W requires ⟨|g|²|g′|²⟩, where g and g′ are the fields at t and t′. Since both are Gaussian, g′ can be split into a part proportional to g and an independent part h of unit mean intensity:

g′ = a g + b h, |a|² = |γ|², |b|² = 1 − |γ|².

The cross terms vanish on averaging because h is independent of g and has zero mean. The intensity |g|² of a circular Gaussian field is exponentially distributed with unit mean, so ⟨|g|⁴⟩ = 2. Hence

⟨|g|²|g′|²⟩ = 2|γ|² + (1 − |γ|²) = 1 + |γ(t−t′)|².

Inserting this in ⟨W²⟩ and subtracting ⟨W⟩² = 1 removes the constant term:

C² = ∬ p(t) p(t′) |γ(t−t′)|² dt dt′.

With τ = t − t′ and the pulse autocorrelation A(τ) = ∫ p(t) p(t−τ) dt, this becomes

C² = ∫ A(τ) |γ(τ)|² dτ.

Now define

τ_c = ∫ |γ(τ)|² dτ, T = 1/∫ p² dt.

The second definition means A(0) = 1/T. By the Cauchy–Schwarz inequality, the overlap of p with a shifted copy of itself cannot exceed its overlap with itself, so A(τ) ≤ 1/T. Therefore

C² ≤ τ_c/T

for every pulse shape and line shape within this model. When A is nearly constant over the range where |γ|² is appreciable, A may be replaced by 1/T and the bound becomes the value. This is the regime of the estimate.

In the opposite limit the pulse is much shorter than τ_c. Then |γ|² ≈ 1 wherever A is appreciable, and C² → ∫A dτ = 1: one frozen pattern with full contrast. The bound τ_c/T then exceeds one and says nothing useful. In that limit the pulse envelope also broadens the measured spectrum, so γ, which belongs to g, can no longer be read from the measured line.

**How fast the long-pulse limit is reached**

Two cases can be integrated in closed form. For a Gaussian pulse of standard deviation s, the autocorrelation is a Gaussian of variance 2s²:

A(τ) = exp(−τ²/4s²)/(2s√π).

Its value at zero gives T = 2√π s, so A(τ) = (1/T) exp(−πτ²/T²). For a Gaussian line |γ|² is also Gaussian, and its unit height and area τ_c fix it as exp(−πτ²/τ_c²). Using ∫exp(−πqτ²) dτ = 1/√q with q = 1/T² + 1/τ_c²,

C² = (1/T) (1/T² + 1/τ_c²)^(−1/2) = [1 + (T/τ_c)²]^(−1/2).

For T ≫ τ_c the estimate √(τ_c/T) exceeds this C by a fraction of about (τ_c/T)²/4. At T = τ_c the formula gives C = 84.1 %, where the simple estimate would give 100 %.

The second case is a pulse that starts suddenly and decays as p = exp(−t/w)/w for t > 0, with a Lorentzian line. Here A(τ) = exp(−|τ|/w)/(2w), so T = 2w, while |γ|² = exp(−2|τ|/τ_c). The integral is

C² = (1/T) ∫ exp[−2|τ|(1/T + 1/τ_c)] dτ = (1/T)/(1/T + 1/τ_c) = 1/(1 + T/τ_c).

The correction is now of first order in τ_c/T, because this autocorrelation has a cusp at τ = 0 instead of a flat top. A flat top alone does not ensure a second-order correction. For a rectangular line |γ|² falls off only as 1/τ², and with a Gaussian pulse C² lies below τ_c/T by a fraction of about τ_c/(πT). Both cases go to 1 for short pulses and to τ_c/T for long ones.

The bound was also tested numerically on two-humped and suddenly starting short pulses, with Gaussian and Lorentzian lines. The ratio of C² to its bound lay between 0.677 and 0.992.

**Coherence time from the bandwidth**

Let S(ν) be the spectrum normalized to unit area, with ν measured from line centre. Since γ is the Fourier transform of S, Parseval's theorem gives

τ_c = ∫ |γ|² dτ = ∫ S(ν)² dν.

A laser bandwidth is stated here as a full width at half maximum Δλ. Lithography lasers are often specified instead by E95, the width that contains 95 % of the energy. For a Gaussian line E95 is 1.665 times the full width at half maximum, so such a value must be converted first. For a narrow line, differentiating ν = c/λ gives the magnitude

Δν = c Δλ/λ².

The remaining factor κ = τ_c Δν depends on line shape.

For a Gaussian, S = (2/Δν)√(ln2/π) exp(−4 ln2 ν²/Δν²). Squaring doubles the exponent, and the Gaussian integral gives

τ_c = [4 ln2/(πΔν²)] · Δν√(π/(8 ln2)) = √(2 ln2/π)/Δν, so κ = 0.6643.

For a Lorentzian, S = [2/(πΔν)]/(1 + 4ν²/Δν²). With y = 2ν/Δν and ∫dy/(1+y²)² = π/2,

τ_c = [4/(π²Δν²)] · (Δν/2) · (π/2) = 1/(πΔν), so κ = 0.3183.

For a rectangular line, S = 1/Δν across the width Δν, so τ_c = 1/Δν and κ = 1. Putting the pieces together,

C ≈ λ √[κ/(c Δλ T)].

Halving the bandwidth raises the contrast by √2, and so does halving the pulse length. A narrower line, wanted to limit chromatic blur in the lens, thus costs more speckle at fixed T.

**A worked estimate**

Take λ = 193.4 nm, a Gaussian line with Δλ = 0.30 pm, and a smooth Gaussian pulse with T = 100 ns. These are chosen round parameters. The pulse is a stretched one, and its light is assumed to meet the independence condition examined below. The frequency width is

Δν = c × 0.30 pm/(193.4 nm)² = 2.405 GHz.

The coherence time follows as

τ_c = 0.6643/(2.405 GHz) = 0.276 ns.

The pulse contains M = T/τ_c ≈ 362 temporal modes, and

C = √(0.2763/100) = √0.002763 = 0.0526, or about 5.3 %.

So the single-pulse contrast is a few percent, although the time ratio itself is below 0.3 %. A simulation of 4000 pulses, with fields synthesized from the spectrum, gave 5.27 % against the estimate of 5.26 %. Its statistical error is about 1 % of the contrast. The long-pulse approximation contributes a relative error of only 1.9 × 10⁻⁶ for these Gaussian shapes, so the uncertainty lies in the inputs.

The first such input is the line shape. With the same full width and T, a Lorentzian line gives 3.64 % and a rectangular one 6.45 % (6.44 % once its first-order finite-pulse correction is included). The Lorentzian has broad wings, which shorten τ_c without changing the width at half maximum. A stated width alone therefore leaves the contrast uncertain by nearly a factor of two among these three shapes; a measured spectrum removes the ambiguity through ∫S² dν, provided the spectrometer resolves the line and the line centre does not drift during the measurement.

The second is the bandwidth. A Gaussian line of 0.20 pm gives 6.44 %, and one of 0.50 pm gives 4.07 %.

The third is the meaning of pulse length. For a Gaussian pulse, T is longer than the full width at half maximum by √(π/(2 ln2)); here the latter is 66.4 ns. Inserting it in place of T would overestimate C by a factor √(100/66.4) ≈ 1.23. For an irregular pulse, T should be computed from the mean shape, averaged over many pulses that are aligned in time. Timing jitter left in the average broadens it and makes T appear too long. A single trace from a fast detector at one point also contains the chaotic fluctuations of the light, which make T appear too short.

**What polarization changes**

So far one field component has carried all the light. For partially polarized light, choose the two orthogonal polarization states in which the components are uncorrelated. Such a basis exists because the matrix of mean products of the components is Hermitian and can be diagonalized by a unitary change of basis, which leaves the total intensity unchanged. For degree of polarization P, the two components carry fractions (1+P)/2 and (1−P)/2 of the mean energy. Uncorrelated jointly Gaussian fields are independent, provided they are uncorrelated at all time differences. This holds if the mean products taken at two times t and t′ form one constant matrix multiplied by γ(t−t′). Equal spectra alone do not ensure it. If one polarization is a copy of the other, delayed by much more than τ_c but much less than T, the light is unpolarized, yet both components deliver nearly the same energy and the contrast is hardly reduced. When the condition is met,

W = [(1+P)/2] W₁ + [(1−P)/2] W₂,

where W₁ and W₂ each have variance τ_c/T. Adding the variances,

C² = [(1+P)² + (1−P)²]/4 · τ_c/T = [(1+P²)/2] τ_c/T.

Full polarization gives the earlier result. Unpolarized light that meets the condition has two independent patterns of equal weight and a contrast lower by √2, or 3.72 % in the example. Polarizing the light for better image contrast at high aperture thus removes this averaging. At P = 0.5 the formula gives 4.16 %, as does the simulation, in which the two components had equal intensities and were correlated.

At high aperture a single polarization at the source can produce several field components at the wafer. Their correlations then depend on position and on the pupil, and the one-component result no longer applies unchanged.

**Does one pulse really show this contrast across the field?**

The variance above is an average over many pulses at one point. Speckle is a variation over many points in one pulse. The two can be compared for K equal source modes, each a plane wave at the wafer:

W(x) = (1/K) Σ_s Σ_r exp[i(k_s−k_r)x] Q_sr,

Q_sr = ∫ p u_s u_r* dt.

Terms with s = r do not depend on x. They set the pulse energy averaged over the field. Terms with s ≠ r make the spatial pattern. Because different modes are independent, such a term has zero mean and

⟨|Q_sr|²⟩ = ∬ p(t) p(t′) |γ(t−t′)|² dt dt′ = C².

Different ordered pairs are uncorrelated, so pairs that share the same spatial frequency simply add their variances. There are K(K−1) ordered pairs, and the spatial variance, averaged over pulses, is

C_x² = K(K−1) C²/K² = (1 − 1/K) C².

The missing part, C²/K, is the variance of the field-averaged pulse energy: K diagonal terms, each with variance C²/K². For many source modes this common fluctuation is negligible and C_x ≈ C, as long as the mean dose is uniform across the field, as it is for these plane waves. With only eight modes and T = 20 ns, the point contrast is 11.75 % and the predicted field contrast 10.99 %; the simulated value was 11.10 %.

The independence of the modes in time matters here. If a single laser mode u(t) passes through a static diffuser, the field is a(x)√p(t) u(t), and

W(x) = |a(x)|² ∫ p |u|² dt.

The spatial pattern |a(x)|² now factors out. A longer pulse steadies its total energy but does not smooth the pattern, and √(τ_c/T) is not its spatial contrast. Between the two cases lie L independent laser modes of equal power behind a static diffuser that gives each its own fully developed pattern. The mean dose Σ|a_s(x)|² then varies across the field with relative variance 1/L, and C_x² ≈ 1/L + τ_c/T. With L = 400 the worked example would show about 7 % instead of 5.3 %, so the time ratio sets the spatial contrast only when L is much larger than T/τ_c.

**When does a pulse stretcher help?**

An optical stretcher splits a pulse and adds delayed copies. Consider two equal copies separated by a delay d, long enough that they do not overlap. The combined shape is p = ½p₀(t) + ½p₀(t−d), so

∫ p² dt = ¼∫p₀² dt + ¼∫p₀² dt = 1/(2T₀),

and the measured length doubles to T = 2T₀. The energy pattern is W = ½(W₁ + W₂). If each copy has contrast C₀ and the patterns have correlation coefficient ρ,

C² = ¼(C₀² + C₀² + 2ρC₀²) = C₀²(1+ρ)/2.

Independent patterns, ρ = 0, give C₀/√2, in agreement with the doubled T. Identical patterns, ρ = 1, leave C at C₀. In that case the field remembers itself after the delay d, so its correlation has additional peaks at τ = ±d. The estimate based on the central peak of γ misses them.

For a raw pulse of 25 ns the formula gives 10.5 %. Two copies delayed by 80 ns have an effective length of 50 ns. With independent patterns the predicted contrast is 7.43 %, and the simulation gave 7.53 %. With identical patterns the simulated contrast stayed at 10.58 %, the value found for the raw pulse, since each pulse merely delivered the same pattern twice.

Copies that overlap in time are covered as well if their fields are independent at each wafer point. Their correlations add, and for slow envelopes the sum is p(t)γ(τ), with p the total pulse shape. Hence the 5.3 % of the worked estimate requires the stretcher to change the spatial arrangement of the light between copies in such a way that their fields at a wafer point become uncorrelated. Inverting the beam can achieve this, except near the centre of inversion, and so can displacing it in a field plane by more than a speckle grain. Sending different light to each source point is not sufficient by itself. If the source modes arrive as plane waves of equal amplitude and phase, displacing the whole beam across the source points, that is in the pupil, only multiplies the wafer field by a linear phase factor, and the intensity pattern stays the same. An oscilloscope trace of the total pulse power cannot show whether the patterns differ, because rearranging the light within the beam leaves that power unchanged.

**What remains after many pulses**

A resist point usually collects many pulses. For N equal pulses whose patterns have pairwise correlation ρ, the averaged dose has N variances and N(N−1) covariances:

C_N² = [N C² + N(N−1)ρC²]/N² = C² [1 + (N−1)ρ]/N.

For independent patterns this is C/√N. The worked example then leaves 5.26 %/√50 = 0.74 % after 50 pulses. The square-root law was tested on groups of ten simulated pulses, which gave 1.67 % against a predicted 1.66 %. If a part of the pattern repeats, C_N does not fall below C√ρ, however many pulses are used. A small static part can therefore dominate a long exposure even when it is invisible in one pulse. Here ρ refers to the doses received by one resist point. In a scanner the wafer moves between pulses, and if the step is many speckle grains, a fine-grained pattern fixed in the slit is sampled at different places and averages like independent patterns. Only the part that is uniform along the scan direction repeats.

These values refer to the dose at a mathematical point. Resist blur replaces the dose by a weighted average over a neighbourhood. With non-negative weights b(x) of unit sum, and the same mean dose and contrast throughout that neighbourhood, the variance is a weighted average of covariances, none of which exceeds C². Blur can thus lower the contrast but not raise it. By how much depends on the speckle grain size and the blur length, which the time ratio does not contain. In this uniform case the estimate is an upper limit on the speckle part of the blurred dose variation. Static non-uniformity and pulse-to-pulse energy jitter of the laser come on top of it.

The numerical output below lists the values used here.

Calculated quantities

```
wavelength: 193.4 nm
line width (full, half maximum): 0.30 pm
frequency width: 2.405 GHz
Gaussian line: tau_c*dnu = 0.6643, tau_c = 0.2763 ns
Lorentzian line: tau_c*dnu = 0.3183, tau_c = 0.1324 ns
rectangular line: tau_c*dnu = 1.0000, tau_c = 0.4159 ns
Gaussian tau_c from field correlation: 0.2763 ns
effective pulse length T: 100 ns
full width at half maximum of that pulse: 66.4 ns
ratio tau_c/T: 0.002763
number of temporal modes T/tau_c: 362
contrast, estimate: 5.26 %
contrast, simulated pulses: 5.27 %
number of simulated pulses: 4000
relative excess of estimate over finite-pulse formula: 1.9e-06
finite-pulse contrast at T = tau_c: 84.1 %
C^2 over its bound, short test pulses: 0.677 to 0.992
contrast at 100 ns, Gaussian line: 5.26 %
contrast at 100 ns, Lorentzian line: 3.64 %
contrast at 100 ns, rectangular line: 6.45 %
contrast at 100 ns, Gaussian 0.20 pm: 6.44 %
contrast at 100 ns, Gaussian 0.50 pm: 4.07 %
contrast, unpolarized: 3.72 %
contrast, polarization degree 0.5: formula 4.16 %, simulated 4.16 %
raw pulse T = 25 ns: formula 10.51 %, simulated 10.58 %
delay between two copies: 80 ns
effective length of the two-copy pulse: 50.0 ns
two copies, same pattern: simulated 10.58 %
two copies, independent patterns: formula 7.43 %, simulated 7.53 %
field test: 8 source modes, T = 20 ns
field contrast in one pulse: formula 10.99 %, simulated 11.10 %
point contrast for the field test: 11.75 %
average of 10 pulses: formula 1.66 %, simulated 1.67 %
average of 50 pulses: formula 0.74 %
```
